\section*{Why aluminium trichloride dimerises and boron trichloride does not}

\section{Quantities and conventions}

Let M be B or Al. The reaction considered in the gas is
\begin{equation}
2\,\mathrm{MCl_3}\rightarrow \mathrm{M_2Cl_6},
\end{equation}
where the product has two chlorides, each shared by both M atoms, and two terminal chlorides on each M. Its ring is planar and its symmetry is $D_{2h}$. Energies are in eV, lengths in nm, and a positive energy opposes dimerisation. The electronic energy change is
\begin{equation}
\Delta E=E_{\rm dimer}-2E_{\rm mono},
\end{equation}
with $E_{\rm mono}$ the energy of the planar monomer.

Cut the dimer into two neutral halves, each an MCl$_3$ unit with two terminal chlorides and one bridging chloride. Inversion exchanges the halves, so they have the same energy $E_{\rm half}$. Define
\begin{align}
E_{\rm def}&=E_{\rm half}-E_{\rm mono},\\
E_{\rm int}&=E_{\rm dimer}-2E_{\rm half}.
\end{align}
The first is the cost of deforming one monomer; the second is the energy gained when two deformed monomers join. Adding and subtracting $2E_{\rm half}$ in $\Delta E$ gives
\begin{align}
\Delta E&=(E_{\rm dimer}-2E_{\rm half})+2(E_{\rm half}-E_{\rm mono})\nonumber\\
&=E_{\rm int}+2E_{\rm def}.
\label{eq:split}
\end{align}
The dimer is electronically favoured when $|E_{\rm int}|>2E_{\rm def}$.

Crowding, lost pi donation and pyramidalisation are three views of overlapping costs. Bending a monomer brings its chlorides together and disturbs its pi bonding at the same time. The three measures below are therefore compared and not summed.

\section{What happens, and how large it is}

The monomers have six M--Cl links in all and the dimer has eight. The two new links form when the bridging chloride of each half donates a lone pair to the M atom of the other half. They must repay the deformation of both monomers.

The energies come from Hartree--Fock (HF) theory and from second-order perturbation theory (MP2) at the HF structures. Al and Cl carry LANL2DZ effective cores and valence functions with added d functions; boron is all-electron. The larger basis has two d sets on Al and Cl and a richer boron set. It gives, in eV:
\begin{center}
\begin{tabular}{lrrrr}
 & B, HF & Al, HF & B, MP2 & Al, MP2\\
$2E_{\rm def}$ & 2.88 & 1.77 & 2.82 & 1.68\\
$E_{\rm int}$ & $-1.30$ & $-2.56$ & $-2.27$ & $-2.99$\\
$\Delta E$ & 1.58 & $-0.79$ & 0.55 & $-1.30$
\end{tabular}
\end{center}
For boron at MP2 level, Eq.~(\ref{eq:split}) reads $2(1.409)-2.266=0.552$; for aluminium, $2(0.842)-2.985=-1.301$. Boron pays more and receives less. Of the MP2 difference of 1.85 eV between the two reactions, 1.13 eV is deformation and 0.72 eV is interaction. At HF level the shares are 1.11 and 1.26 eV. The deformation share hardly depends on the method, whereas the interaction share does.

An exchange of terms shows whether one of them decides the sign. With aluminium's deformation cost and its own interaction, boron would have
\begin{equation}
2(0.842)-2.266=-0.58\ \text{eV}
\end{equation}
at MP2 level. With its own deformation and aluminium's interaction it would have $2(1.409)-2.985=-0.17$ eV, too close to zero to interpret. The same exchanges at HF level give $+0.47$ and $+0.32$ eV, so there neither change alone would bind the dimer. Removing basis superposition from the MP2 interactions would change the two MP2 results to about $-0.1$ and $+0.2$ eV, so neither exchange alone clearly binds the dimer. These are exercises in bookkeeping, since both terms depend on the same structure. They support an explanation with two parts: costly deformation and weaker bridges.

\section{The cost of pyramidalisation}

In the half-dimer the three Cl--M--Cl angles sum to $340.0^\circ$ for boron and $341.4^\circ$ for aluminium, against $360^\circ$ in the planar monomer. The aluminium sum follows from trial angles that were not relaxed. In these structures the two centres are bent by similar amounts, so the different costs reflect mainly different stiffness, together with different bond stretching.

To isolate bending, keep three equal bonds at the monomer length and tilt each by an angle $\epsilon$ out of the plane. The scalar product of two bond directions gives the angle $\alpha$ between them:
\begin{align}
\cos\alpha&=\sin^2\epsilon+\cos^2\epsilon\cos120^\circ\nonumber\\
&=\sin^2\epsilon-\tfrac12(1-\sin^2\epsilon)
=-\tfrac12+\tfrac32\sin^2\epsilon .
\end{align}
At the tetrahedral angle $\cos\alpha=-1/3$, hence $\sin\epsilon=1/3$. The HF cost of reaching this shape, in the smaller basis, is 1.66 eV for BCl$_3$ and 1.00 eV for AlCl$_3$.

The hydrides show how much of this belongs to the central atom. Hydrogen has no lone pair to donate, and the same bend costs 1.06 eV in BH$_3$ and 0.87 eV in AlH$_3$. An all-electron triple-zeta basis changes these four costs by less than 0.04 eV. The difference between the centres is thus 0.19 eV for hydrides and 0.67 eV for chlorides. Replacing H by Cl adds 0.60 eV to the cost at boron and 0.13 eV at aluminium. Most of boron's extra stiffness therefore appears when the ligands are chlorides. This increment contains pi donation, ligand repulsion and the changed polarity of the sigma bonds, which the comparison cannot separate.

The bending part of $E_{\rm def}$ can be estimated. Write $\alpha=120^\circ-\delta$. For small $\delta$ in radians,
\begin{equation}
\cos\alpha=-\tfrac12\cos\delta+\tfrac{\sqrt3}{2}\sin\delta
\simeq-\tfrac12+\tfrac{\sqrt3}{2}\delta .
\end{equation}
Equating this to $-\frac12+\frac32\epsilon^2$ gives $\delta=\sqrt3\,\epsilon^2$. The angle-sum deficit $3\delta$ is then proportional to $\epsilon^2$, as is a harmonic bending energy, so the energy scales with the deficit. The tetrahedral deficit is $360^\circ-3(109.5^\circ)=31.6^\circ$, and therefore
\begin{align}
E_{\rm bend}(\mathrm B)&\approx1.66\,\frac{20.0}{31.6}=1.05\ \text{eV},\\
E_{\rm bend}(\mathrm{Al})&\approx1.00\,\frac{18.6}{31.6}=0.59\ \text{eV}.
\end{align}
The HF deformation energies are 1.44 and 0.88 eV. About 0.4 and 0.3 eV remain. One bond is also stretched to its bridge length, from 0.174 to 0.200 nm for boron and from 0.207 to 0.229 nm for aluminium. The remainder is not a measure of that stretching energy, because it also contains the error of the bending estimate and the change from the smaller to the larger basis. The estimate assumes harmonic bending and three equivalent bonds, and the half-dimer has neither property strictly.

\section{The pi donation at stake}

In the planar monomer, reflection in the molecular plane separates sigma from pi orbitals. The M atom has an almost empty p orbital perpendicular to the plane, into which chlorine lone pairs donate. Delete every basis function on M that changes sign under the reflection, solve the HF equations again, and define
\begin{equation}
E_\pi=E_{\rm deleted}-E_{\rm full}\ge0 .
\end{equation}
The inequality follows from the variational principle: every trial state of the restricted calculation is also available to the full one. In the smaller basis the result is 1.66 eV for BCl$_3$ and 1.04 eV for AlCl$_3$. The value depends on the basis: it is 1.42 and 0.85 eV in the larger basis, and for BCl$_3$ it falls to 1.30 eV in the all-electron def2-TZVP basis. The deleted set includes d functions; deleting the odd p functions alone gives 1.43 and 0.69 eV in the smaller basis, so about a third of the aluminium value depends on d functions. The analysis below uses the smaller basis. The Mulliken populations of the deleted functions are 0.40 and 0.31 electrons.

A weak-mixing model helps to read these numbers. Let the acceptor lie $\Delta$ above three equal lone pairs and couple to each with strength $\beta$. The symmetric donor combination is
\begin{equation}
|s\rangle=(|1\rangle+|2\rangle+|3\rangle)/\sqrt3 ,
\end{equation}
and its coupling to the acceptor is $3\beta/\sqrt3=\sqrt3\,\beta$. Second-order perturbation theory lowers it by $3\beta^2/\Delta$ and gives it an acceptor weight $3\beta^2/\Delta^2$. It holds two electrons, so
\begin{equation}
E_\pi\simeq\frac{6\beta^2}{\Delta},\qquad
n_\pi\simeq\frac{6\beta^2}{\Delta^2},\qquad
\frac{E_\pi}{n_\pi}\simeq\Delta .
\end{equation}
The ratios are $1.66/0.40\approx4.1$ eV for boron and $1.04/0.31\approx3.4$ eV for aluminium. From $\beta=\Delta\sqrt{n_\pi/6}$ the couplings are about 1.1 and 0.8 eV. In this model boron gains more because its coupling is stronger, in spite of a somewhat larger gap. These are effective parameters: the model neglects overlap and sigma relaxation, and Mulliken populations depend on the basis. The model also has a single p acceptor, whereas the odd d functions on M do not couple to $|s\rangle$. Using the p functions alone gives gaps of 4.0 and 3.2 eV and couplings of 1.0 and 0.6 eV. In the larger basis the ratios for all odd functions fall to 3.0 and 2.5 eV. The ordering of the two elements is the same in each case, but the values are not converged.

$E_\pi$ measures the donation available in the planar molecule. It is not the amount lost on dimerisation, because a bent centre can still mix with chlorine lone pairs. For boron $E_\pi$ and the tetrahedral bending cost agree to the second decimal in the smaller basis. This is a coincidence: the two are defined by different operations, and the triple-zeta basis changes $E_\pi$ by 0.36 eV but leaves the bending cost at 1.66 eV. In the smaller basis boron has more pi stabilisation at risk than aluminium, but the size of the difference is uncertain.

The vacant orbital also has a second role. It is the site to which the new bridge must bind, so internal donation competes with donation from the other half. This is a plausible contribution to boron's weaker $E_{\rm int}$, but $E_{\rm int}$ also contains electrostatics, closed-shell repulsion and correlation, which were not separated.

\section{Ligand crowding}

Boron's shorter bonds hold the chlorides closer together. The nearest Cl--Cl distance falls from 0.302 nm in BCl$_3$ to 0.288 nm in the dimer. For aluminium it falls from 0.359 to 0.323 nm. The nearest pair in each dimer is the bridging pair. For a bridge bond $r_b$ and ring angle $\theta$ at M, the isosceles triangle Cl--M--Cl gives
\begin{equation}
d=2r_b\sin(\theta/2).
\end{equation}
For boron this is $2(0.1998)\sin46.0^\circ=0.287$ nm, in agreement within rounding.

A probe of the repulsion uses two frozen chloride ions whose occupied orbitals are made mutually orthogonal. In atomic units,
\begin{equation}
E_{\rm rep}(R)=E_{\rm pair}(R)-2E(\mathrm{Cl^-})-\frac1R .
\end{equation}
The last term removes the Coulomb energy of two separated unit charges and leaves the effect of overlap. Summed over Cl--Cl pairs in the dimer, less the same sum for two monomers, the probe rises by 1.30 eV for boron and 0.40 eV for aluminium. The chlorides in these molecules are not free ions, least of all in the more covalent BCl$_3$. The values therefore rank the crowding and are not terms of Eq.~(\ref{eq:split}).

Crowding is a cost and not a veto. Placing four chlorides tetrahedrally around boron, with bonds 5\% longer than in BCl$_3$, gives an energy 2.1 eV below separated BCl$_3$ and Cl$^-$ at HF level. For aluminium the corresponding value is 3.8 eV. Relaxing the bond would lower both anions further. The basis lacks diffuse functions, which free Cl$^-$ needs, and this makes the binding look too strong by an amount not determined here. These energies therefore do not fix how strongly the fourth chloride is held. That boron can hold four chlorides is known from salts of the tetrachloroborate ion, BCl$_4^-$. In the dimer the donor is a chloride already bound to another boron atom.

\section{From energy to vapour composition}

For an ideal gas of rigid rotors at reference pressure $p_0$, the chemical potential of a molecule is
\begin{equation}
\mu=E-kT\ln q,\qquad
q=\left(\frac{2\pi mkT}{h^2}\right)^{3/2}\frac{kT}{p_0}\,q_{\rm rot}q_{\rm vib}.
\end{equation}
Two nonlinear monomers have twelve translations and rotations and the dimer has six, so six new vibrations appear. Let $q$ now exclude vibrations, take the old vibrations as unchanged, and give each new one the factor $q_v$. Then
\begin{equation}
\Delta G=\Delta E-kT\left[\ln q_{\rm D}-2\ln q_{\rm M}+6\ln q_v\right].
\label{eq:gibbs}
\end{equation}
At $T=350$ K and $p_0=10$ Torr, with all six modes set to 100 cm$^{-1}$, the thermal term is 0.74 eV for boron and 0.76 eV for aluminium. With the MP2 energies,
\begin{align}
\Delta G(\mathrm B)&=0.55+0.74=1.29\ \text{eV},\\
\Delta G(\mathrm{Al})&=-1.30+0.76=-0.54\ \text{eV}.
\end{align}
With the same assumed frequency for both, the thermal term opposes both dimers almost equally; modes of 200 cm$^{-1}$ for boron alone would raise its term to 0.87 eV. It does not create the contrast, but it strengthens the preference of boron for the monomer.

Composition follows from $2\mu_{\rm M}=\mu_{\rm D}$. Each $\mu$ changes by $kT\ln(p_i/p_0)$ when the partial pressure is $p_i$, so
\begin{equation}
\frac{p_{\rm D}p_0}{p_{\rm M}^2}=K,\qquad K=e^{-\Delta G/kT}.
\end{equation}
Let $y=p_{\rm M}/p$ be the monomer fraction at total pressure $p$. Substituting $p_{\rm D}=(1-y)p$ gives
\begin{equation}
\frac{1-y}{y^2}=K\frac{p}{p_0},\qquad
y\simeq\sqrt{\frac{p_0}{Kp}}\quad(y\ll1).
\end{equation}
At 350 K, $kT=0.0302$ eV. For aluminium $\ln K\approx18$, and $y\approx10^{-4}$ at 10 Torr. For boron $\ln K\approx-43$, so the bridged dimer is negligible.

The opposite limit, hot vapour, needs the temperature dependence. At fixed pressure each molecule contributes $T^{5/2}$ from translation and $T^{3/2}$ from rotation, together $T^4$. Six soft modes contribute $T^6$ in the classical limit. The bracket in Eq.~(\ref{eq:gibbs}) therefore changes by $\ln(T^4T^6/T^8)=2\ln T$. With $T_0=350$ K and $0.758/0.0302\approx25.1$,
\begin{equation}
\Delta G(T)\simeq-1.30\ \text{eV}+kT\left[25.1-2\ln(T/T_0)\right]
\end{equation}
for aluminium. This vanishes near 630 K (near 530 K if the six modes are set to 200 cm$^{-1}$). There $K=1$, and at 10 Torr $1-y=y^2$ gives $y\approx0.62$. Hot, dilute aluminium chloride vapour is thus largely monomeric in this model.

\section{Reliability and the real vapours}

The basis change moves the MP2 value of $\Delta E$ by $-0.26$ eV for boron and by 0.01 eV for aluminium. The boron value is not converged. Another shift of the same size would leave it near 0.3 eV and $\Delta G$ near 1.0 eV, still positive; this is an indication of scale and not an error bound. Correlation lowers boron's $\Delta E$ by 1.03 eV from HF to MP2, so higher-order correlation could also matter. Basis superposition, which was not removed, favours the dimers. A counterpoise correction in the larger basis raises the MP2 value of $\Delta E$ by about 0.5 eV for boron and 0.4 eV for aluminium, to about 1.1 and $-0.9$ eV; at HF level both shifts are about 0.1 eV. The signs stand, but the small basis shift for aluminium does not show that its energy is converged. With $-0.9$ eV, $\Delta G$ for aluminium would vanish near 420 K instead of 630 K, so the aluminium compositions given here depend on the value $-1.30$ eV.

The boron dimer was relaxed by one parabolic step in the bridge length, ring angle and terminal angle. For aluminium the bridge length alone was relaxed, with trial angles of $90^\circ$ and $120^\circ$. Further HF relaxation would strengthen aluminium's HF binding. Terminal bonds were set 1\% longer than in the monomers, a change with an energy scale of 0.02 eV for four bonds. No vibrational analysis was made, so the boron structure is not shown to be a local minimum. Nor do the results exclude loosely associated BCl$_3$ pairs without chloride bridges.

The calculated contrast agrees with the known vapours: aluminium chloride is mainly Al$_2$Cl$_6$ at moderate temperature, and boron trichloride is monomeric. The measured dimerisation enthalpy of AlCl$_3$ is roughly $-1.3$ eV, which supports using $-1.30$ eV for the compositions. The close agreement is partly fortuitous, since the calculated value contains basis superposition and is an electronic energy, not an enthalpy. The chosen gas state is unrealistic for aluminium in one respect. At 350 K the saturation pressure of solid AlCl$_3$ is far below 10 Torr, roughly 0.1 Torr, so the stated vapour would condense. Reaching 10 Torr takes roughly 400 K. The formulas above give $y\approx10^{-3}$ both at 350 K and 0.1 Torr and at 400 K and 10 Torr, so the vapour remains dimeric. The assumed mode frequency has an effect of similar size: doubling it raises $\Delta G$ at 350 K by about $6kT\ln2=0.13$ eV and $y$ by a factor of about eight.

\section{Consequences for precursor handling}

For aluminium chloride near its sublimation conditions, convert vapour pressure to aluminium flux with two Al atoms per molecule. In a hot zone, recompute $y$ from the local temperature and pressure, and check that the residence time allows equilibrium, since no dissociation rate was calculated. For boron trichloride, use one boron atom per molecule.

A donor L that forms L$\cdot$AlCl$_3$ must first pay for splitting the dimer:
\begin{equation}
\tfrac12\mathrm{Al_2Cl_6}+\mathrm L\rightarrow\mathrm{L\cdot AlCl_3},\qquad
\Delta E=E_{\rm ad}+\tfrac12(1.30\ \text{eV}),
\end{equation}
where $E_{\rm ad}$ is the energy of binding L to a free planar monomer. The adduct is electronically favoured when $E_{\rm ad}<-0.65$ eV; entropy and any condensed phase must then be added. Boron trichloride has no dimer to split. For both chlorides, $E_{\rm ad}$ already contains the cost of deforming the monomer. A comparison of the two chlorides as Lewis acids should therefore state whether aluminium starts as monomer or dimer. The values from the main calculation are in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
Monomer M-Cl bond: B 0.1743, Al 0.2070 nm
Dimer bridge M-Cl bond: B 0.1998, Al 0.2286 nm
Cl-M-Cl angle in ring: B 92.0, Al 90.0 deg
Terminal Cl-M-Cl angle: B 118.2, Al 120.0 deg
Angle sum in half-dimer (planar 360): B 340.0, Al 341.4 deg
Dimerisation energy, HF, small basis: B 1.654, Al -0.812 eV
Dimerisation energy, HF, large basis: B 1.581, Al -0.791 eV
Basis shift of dimerisation energy, HF: B -0.073, Al 0.020 eV
Deformation per monomer, HF, large basis: B 1.439, Al 0.883 eV
Interaction of two halves, HF, large basis: B -1.296, Al -2.557 eV
B minus Al, HF: total 2.372, deformation 1.112, interaction 1.260 eV
Dimerisation energy, MP2, small basis: B 0.814, Al -1.310 eV
Dimerisation energy, MP2, large basis: B 0.552, Al -1.301 eV
Basis shift of dimerisation energy, MP2: B -0.262, Al 0.010 eV
Deformation per monomer, MP2, large basis: B 1.409, Al 0.842 eV
Interaction of two halves, MP2, large basis: B -2.266, Al -2.985 eV
B minus Al, MP2: total 1.853, deformation 1.134, interaction 0.719 eV
Pi-deletion energy, planar MCl3, HF: B 1.662, Al 1.037 eV
Mulliken pi population on M: B 0.403, Al 0.308 electrons
Tetrahedral bending cost of MCl3, HF: B 1.663, Al 0.996 eV
Tetrahedral bending cost of MH3, HF: B 1.062, Al 0.871 eV
Nearest Cl-Cl in monomer: B 0.3019, Al 0.3585 nm
Nearest Cl-Cl in dimer: B 0.2876, Al 0.3233 nm
Crowding probe, dimer minus two monomers: B 1.303, Al 0.398 eV
Energy of adding Cl- to MCl3, HF: B -2.110, Al -3.804 eV
Energy scale of 1% stretch of four terminal bonds: B 0.0180, Al 0.0164 eV
Density-fitting error, monomer HF: B 0.00253, Al 0.00141 eV
MP2 check on BH3, fitted minus conventional: 0.00660 eV
Gas: 350 K, 10 Torr; six new modes at 100 cm^-1
Thermal part of dimerisation free energy: B 0.737, Al 0.758 eV
Dimerisation free energy, MP2 large basis: B 1.290, Al -0.542 eV
\end{verbatim}
